# Resonant and relaxational polarizability of a biased two-level dipole

## Result

A dipole that tunnels between two wells has bias $\varepsilon$, tunnelling energy $\Delta_0$ and eigenstate splitting $E=\sqrt{\varepsilon^2+\Delta_0^2}$. Its moment along the field is $+p$ in one well and $-p$ in the other. At temperature $T$, with $x=E/2kT$, its isothermal polarizability at zero field is

$$\alpha_T=\underbrace{\frac{2p^2\Delta_0^2}{E^3}\tanh x}_{\alpha_{\rm res}}+\underbrace{\frac{p^2\varepsilon^2}{E^2kT}\,{\rm sech}^2x}_{\alpha_{\rm rel}} .$$

The resonant part $\alpha_{\rm res}$ comes from the field changing the two eigenstates at fixed populations. The relaxational part $\alpha_{\rm rel}$ comes from population moving between them, which needs a bath.

The Hamiltonian, in the basis of the two wells, is

$$H(F)=-\tfrac12(\varepsilon+2pF)\sigma_z-\tfrac12\Delta_0\sigma_x,\qquad \mu=p\,\sigma_z .$$

The field enters as $-\mu F$, and $F$ is the local field at the defect. The model has two levels, a tunnelling energy that does not depend on $F$, and no interaction between defects.

## Two simple cases

**No bias.** With $\varepsilon=0$ the levels are $\mp\frac12E(F)$, where $E(F)=\sqrt{(2pF)^2+\Delta_0^2}$. The partition function is $Z=e^{E(F)/2kT}+e^{-E(F)/2kT}=2\cosh[E(F)/2kT]$, and the mean moment is

$$P=kT\frac{\partial\ln Z}{\partial F}=\frac12\tanh\!\frac{E(F)}{2kT}\,\frac{dE}{dF}=p\,\frac{2pF}{E(F)}\tanh\frac{E(F)}{2kT},$$

because $dE/dF=2p(2pF)/E(F)$. To first order in $F$, $E(F)$ may be replaced by $\Delta_0$, so

$$\alpha_T=\frac{2p^2}{\Delta_0}\tanh\frac{\Delta_0}{2kT}.$$

This is purely resonant. By symmetry neither eigenstate has a moment at $F=0$, so moving population between them changes nothing to first order. Limit: for $kT\gg\Delta_0$, $\tanh(\Delta_0/2kT)\to\Delta_0/2kT$ and $\alpha_T\to p^2/kT$, the Curie law.

**No tunnelling.** With $\Delta_0=0$ and $\varepsilon>0$ the eigenstates are the wells themselves, with fixed moments $\pm p$. Then $P=p\tanh[(\varepsilon+2pF)/2kT]$ and

$$\alpha_T=p\,\frac{2p}{2kT}\,{\rm sech}^2\frac{\varepsilon}{2kT}=\frac{p^2}{kT}\,{\rm sech}^2\frac{\varepsilon}{2kT}.$$

This is purely relaxational. Limit: for $kT\gg\varepsilon$ it is again $p^2/kT$, while for $kT\ll\varepsilon$ it vanishes exponentially, since the upper well is empty.

## The general bias

Write $b_z=\varepsilon+2pF$, so that $E(F)=\sqrt{b_z^2+\Delta_0^2}$. The partition function has the same form as before, and $dE/dF=2p\,b_z/E(F)$. Hence

$$P=p\,\frac{b_z}{E(F)}\,\tanh\frac{E(F)}{2kT}.$$

The first two factors are the moment of the lower eigenstate; the upper one has the opposite moment. The last factor is the population difference. Differentiation at constant $T$ needs

$$\frac{d}{db_z}\frac{b_z}{E}=\frac1E-\frac{b_z^2}{E^3}=\frac{\Delta_0^2}{E^3},\qquad
\frac{d}{db_z}\tanh\frac{E}{2kT}=\frac{1}{2kT}\,{\rm sech}^2\!\frac{E}{2kT}\;\frac{b_z}{E}.$$

With $db_z/dF=2p$ and then $b_z=\varepsilon$, the product rule gives

$$\alpha_T=2p^2\left[\frac{\Delta_0^2}{E^3}\tanh x+\frac{\varepsilon}{E}\cdot\frac{\varepsilon}{E}\,\frac{{\rm sech}^2x}{2kT}\right],$$

which is the stated result. Setting $\varepsilon=0$ or $\Delta_0=0$ recovers the two simple cases.

For the high-temperature limit, use $1/E=1/(2kTx)$ in the first term:

$$\alpha_T=\frac{p^2}{kT}\left[\frac{\Delta_0^2}{E^2}\,\frac{\tanh x}{x}+\frac{\varepsilon^2}{E^2}\,{\rm sech}^2x\right].$$

As $x\to0$ both thermal factors go to 1, and the weights $\Delta_0^2/E^2$ and $\varepsilon^2/E^2$ add to 1. The Curie law returns for any bias. Neither thermal factor exceeds 1, so $p^2/kT$ is also an upper bound on $\alpha_T$ in this model.

The formula was tested against finite differences of the thermal mean of $\mu$, from numerical diagonalization, for five sets of parameters. The largest difference was $2\times10^{-8}$ of $\alpha_T$.

## What the two terms are

In the eigenbasis at $F=0$, the diagonal elements of $\mu$ are $\pm p\varepsilon/E$. Since $\mu^2=p^2$, the off-diagonal element satisfies $|\mu_{12}|^2=p^2-p^2\varepsilon^2/E^2=p^2\Delta_0^2/E^2$. The populations $w_1$ (lower) and $w_2$ (upper) obey $w_1-w_2=\tanh x$.

With the populations frozen, second-order perturbation theory lowers level 1 by $|\mu_{12}|^2F^2/E$ and raises level 2 by the same amount. A level shift $-\frac12\alpha F^2$ defines a polarizability, so the states have $\pm2|\mu_{12}|^2/E$, and the mean is

$$(w_1-w_2)\frac{2|\mu_{12}|^2}{E}=\frac{2p^2\Delta_0^2}{E^3}\tanh x=\alpha_{\rm res}.$$

The rest is the thermal variance of the diagonal moments divided by $kT$:

$$\frac{1}{kT}\,\frac{p^2\varepsilon^2}{E^2}\left(1-\tanh^2x\right)=\alpha_{\rm rel}.$$

It is tempting to call $\alpha_{\rm res}$ the adiabatic polarizability in the thermodynamic sense. For one defect this is right: its entropy depends on $E/T$ alone, so constant entropy means constant $x$ and constant populations. The same holds for identical defects with the same orientation.

It can fail for a mixture sharing one temperature. Take two defects with biases $+\varepsilon$ and $-\varepsilon$. Reversing $F$ exchanges their splittings, so the total entropy is even in $F$ at given $T$. Along a path of constant total entropy $T(F)$ is then even, and $dT/dF=0$ at $F=0$. The isentropic response of the pair equals its isothermal response, $2\alpha_T$. Numerical constant-entropy paths confirmed both statements for the same five parameter sets. The definition of $\alpha_{\rm res}$ that survives is therefore frozen populations, not constant entropy.

## Finite frequency

Take $F\propto e^{-i\omega t}$. For an isolated defect the static denominator splits into two:

$$\frac{2}{E}\;\to\;\frac{1}{E-\hbar\omega}+\frac{1}{E+\hbar\omega}=\frac{2E}{E^2-\hbar^2\omega^2},$$

so the response is $\alpha_{\rm res}E^2/(E^2-\hbar^2\omega^2)$, with $\omega\to\omega+i0$ at the pole. This resonance at $\hbar\omega=E$ gives the term its name. Limit: $\omega\to0$ returns $\alpha_{\rm res}$, not $\alpha_T$, because an isolated defect cannot repopulate.

Now add a bath. Let $\mathbf s=\langle\boldsymbol\sigma\rangle$ and $\mathbf b=(\Delta_0,0,\varepsilon+2pF)$, so that $H=-\frac12\mathbf b\cdot\boldsymbol\sigma$. Assume that all components of $\mathbf s$ relax in one time $\tau$ towards the equilibrium of the instantaneous Hamiltonian, $\mathbf s_{\rm eq}=\hat{\mathbf b}\tanh(|\mathbf b|/2kT)$:

$$\frac{d\mathbf s}{dt}=\frac{\mathbf s\times\mathbf b}{\hbar}-\frac{\mathbf s-\mathbf s_{\rm eq}}{\tau}.$$

Put $\mathbf u=\mathbf s-\mathbf s_{\rm eq}$. Since $\mathbf s_{\rm eq}$ is parallel to $\mathbf b$, it drops out of the torque. To first order in $F$, with $\mathbf b_0$ the zero-field value,

$$-i\omega\mathbf u=\frac{\mathbf u\times\mathbf b_0}{\hbar}-\frac{\mathbf u}{\tau}+i\omega\,\delta\mathbf s_{\rm eq}.$$

*Along* $\mathbf b_0$ there is no torque, so $u_\parallel=\frac{i\omega\tau}{1-i\omega\tau}\,\delta s_{{\rm eq}\parallel}$. Adding $\delta s_{{\rm eq}\parallel}$ gives

$$\delta s_\parallel=\frac{\delta s_{{\rm eq}\parallel}}{1-i\omega\tau},\qquad \delta s_{{\rm eq}\parallel}=\frac{{\rm sech}^2x}{2kT}\,\frac{2pF\varepsilon}{E}.$$

Projection on $z$ multiplies by $\varepsilon/E$, and multiplication by $p$ gives the moment $\alpha_{\rm rel}F/(1-i\omega\tau)$.

*Across* $\mathbf b_0$ the field turns the equilibrium vector by the angle $2pF\Delta_0/E^2$, so $\delta s_{{\rm eq}\perp}=\tanh x\,(2pF\Delta_0/E^2)$. Projection by $\Delta_0/E$ gives $\alpha_{\rm res}F$. The lag follows from the two coupled transverse components. With $\gamma=1/\tau-i\omega$ and $\Omega=E/\hbar$, the component of $\mathbf u$ along $\delta\mathbf s_{{\rm eq}\perp}$ is

$$u_\perp=\frac{i\omega\gamma}{\gamma^2+\Omega^2}\,\delta s_{{\rm eq}\perp}.$$

This is negligible when $\hbar\omega$ and $\hbar/\tau$ are both far below $E$. Then

$$\alpha(\omega)\simeq\alpha_{\rm res}+\frac{\alpha_{\rm rel}}{1-i\omega\tau}.$$

Limits: $\omega\tau\to0$ gives $\alpha_T$, and $\omega\tau\gg1$ leaves $\alpha_{\rm res}$, as long as $\hbar\omega$ stays far below $E$.

The equations of motion were also integrated in time, with $E\tau/\hbar=60$, $\varepsilon=0.8E$, $kT=\frac23E$ and $\omega\tau=0.5$ and 2. The largest departure from the simple sum was $5.5\times10^{-4}$ of $\alpha_T$. The expression for $u_\perp$ predicts this size at $\omega\tau=2$: the lag is $2\sqrt5/3600=1.2\times10^{-3}$ of the resonant part, which is 44 % of $\alpha_T$ there.

## Dependence on temperature

The ratio of the parts, using $\sinh x\cosh x=\frac12\sinh2x$, is

$$\frac{\alpha_{\rm rel}}{\alpha_{\rm res}}=\frac{\varepsilon^2}{\Delta_0^2}\,\frac{x}{\sinh x\cosh x}=\frac{\varepsilon^2}{\Delta_0^2}\,\frac{2x}{\sinh 2x}.$$

It rises with temperature towards $\varepsilon^2/\Delta_0^2$.

At fixed $\varepsilon$ and $\Delta_0$, write $\alpha_{\rm rel}=(2p^2\varepsilon^2/E^3)\,x\,{\rm sech}^2x$. Its derivative with respect to $x$ is proportional to ${\rm sech}^2x\,(1-2x\tanh x)$, so the maximum lies at $2x\tanh x=1$, or $x=0.7717$. At lower temperature the upper state is too empty to exchange population; at higher temperature the Curie factor wins.

The total need not fall on warming. For $x\gg1$, $\tanh x\simeq1-2e^{-2x}$ and ${\rm sech}^2x\simeq4e^{-2x}$, so

$$\alpha_T\simeq\frac{2p^2}{E^3}\left[\Delta_0^2+\left(4x\varepsilon^2-2\Delta_0^2\right)e^{-2x}\right].$$

For any nonzero bias the bracket multiplying $e^{-2x}$ is positive at low enough temperature. A biased defect therefore first becomes more polarizable as it warms from $T=0$. The rise is appreciable only when $\varepsilon$ is comparable with $\Delta_0$ or larger: its largest size is about 6 % for $\varepsilon/\Delta_0=0.75$, but only about $10^{-6}$ of $\alpha_T$ for $\varepsilon/\Delta_0=0.3$.

## Numbers

Take $\Delta_0=20$ µeV, $\varepsilon=15$ µeV, $p=0.05$ e nm and $T=100$ mK. Then $E=\sqrt{400+225}=25$ µeV, $kT=8.617$ µeV and $x=25/(2\times8.617)=1.451$, with $\tanh x=0.896$ and ${\rm sech}^2x=0.1975$. Polarizabilities are given as volumes $\alpha/4\pi\epsilon_0$. The Curie value $p^2/kT$ is 417.8 nm³, and the weights are $\Delta_0^2/E^2=0.64$ and $\varepsilon^2/E^2=0.36$:

$$\alpha_{\rm res}=417.8\times0.64\times\frac{0.896}{1.451}=165\ {\rm nm^3},$$

$$\alpha_{\rm rel}=417.8\times0.36\times0.1975=29.7\ {\rm nm^3}.$$

The total is 195 nm³, or $1.31\times10^6$ bohr³, and 15 % of it is relaxational. With the defect held fixed and $T$ varied (volumes in nm³):

| $T$ (mK) | $\alpha_{\rm res}$ | $\alpha_{\rm rel}$ | $\alpha_T$ | $p^2/kT$ |
|---|---|---|---|---|
| 20 | 184.3 | 0.002 | 184.3 | 2089 |
| 50 | 183.2 | 3.6 | 186.8 | 836 |
| 100 | 165.1 | 29.7 | 194.8 | 418 |
| 200 | 114.3 | 46.3 | 160.6 | 209 |
| 1000 | 26.6 | 14.7 | 41.3 | 41.8 |

The total rises before it falls; the initial rise is the one derived above. The relaxational part peaks at 188 mK with 46.4 nm³. At 1 K the Curie law is good to about 1 %.

With $\tau=1$ µs and $T=100$ mK, $\omega\tau=1$ lies at 159 kHz. There the real part is $165.1+29.7/2=180.0$ nm³ and the imaginary part, which measures the loss, is $29.7/2=14.9$ nm³. At ten times this frequency the real part has fallen to 165.4 nm³. Here $\hbar/\tau E=2.6\times10^{-5}$, so the low-frequency sum applies.

## What the model leaves out

**Strong fields.** At 1 kV/cm the bias changes by $2pF=10$ µeV, yet the symmetric chord $[P(F)-P(-F)]/2F$ differs from $\alpha_T$ by only 0.12 %. The numerical output labels this chord difference "nonlinear change", but it is not the whole nonlinearity. It does not show that the response is linear, because the chord cancels the term in $F^2$. That term can be estimated from the neighbour calculation below, where a bias shift of 0.184 µeV changes $\alpha_T$ by $-0.94$ %, or about $-5$ % per µeV. The one-sided ratio $[P(F)-P(0)]/F$ averages this slope over the 10 µeV change and so moves by roughly $-5\times10/2\approx-25$ % when the field adds to the bias. The closed formula for $P$ gives $-24$ % for this direction and $+24$ % for the reversed field. At 10 V/cm the change is about $\mp0.3$ %.

**A neighbour.** Consider a like defect 50 nm away along the common dipole axis, held in one well, in a host of assumed relative permittivity $\epsilon_r=10$. Each of the two moments is enhanced by the Lorentz factor $(\epsilon_r+2)/3=4$, so the neighbour shifts the bias by $16\times4p^2/(4\pi\epsilon_0\epsilon_r r^3)=0.184$ µeV, with $r=50$ nm. The polarizability changes by $-0.94$ % for this sign of the shift.

**Field-dependent tunnelling.** Let $\mu=p(\sigma_z+\kappa\sigma_x)$. The components of the coupling across and along $\mathbf b_0$ become $(\Delta_0-\kappa\varepsilon)/E$ and $(\varepsilon+\kappa\Delta_0)/E$. For $\kappa=0.05$ the resonant part is multiplied by $(19.25/20)^2=0.93$ and the relaxational part by $(16/15)^2=1.14$. The total changes by $-4.1$ %.

**Higher levels.** A further level assumed at 5 meV lies $580\,kT$ up and is not populated. If its transition dipole to each of the two lower states equals $p$, it adds $2p^2/(5\ {\rm meV})$, which is 0.7 % of $\alpha_T$. This is an estimate, not a bound.

**The host.** Differentiating the Clausius–Mossotti relation $(\epsilon_r-1)/(\epsilon_r+2)=\sum n\alpha/3\epsilon_0$ gives $3\,d\epsilon_r/(\epsilon_r+2)^2=n\alpha/3\epsilon_0$ for a small density $n$ of added defects, so

$$d\epsilon_r=\left(\frac{\epsilon_r+2}{3}\right)^2\frac{n\alpha}{\epsilon_0}.$$

For $\epsilon_r=10$ the factor is 16. It is the largest correction here when the number is carried over to a permittivity, and it rests on the Lorentz local field. It applies only when $p$ is defined against the local field, as here. A moment inferred from the response to the macroscopic field already contains the factor $(\epsilon_r+2)/3$, which must then not be applied again, either here or in the neighbour's shift.

**The real case.** The parameters lie roughly in the regime of tunnelling defects in the amorphous oxide barriers of superconducting circuits, where splittings of several GHz and moments of a few debye are typical. Here $E/h=6.0$ GHz and $p=2.4$ D. Measured moments usually refer to the macroscopic field, however. With the Lorentz factor 4, a local-field $p$ of 2.4 D would appear as 9.6 D, on the large side. If 2.4 D is read as a measured moment, the factor 16 must be dropped. The chosen 100 mK is warm for such circuits, which usually run at some tens of mK or below; at 20 mK the model leaves 0.002 nm³ of relaxational response. Three assumptions break in a device. First, the defects have a wide spread of $\varepsilon$, $\Delta_0$, $\tau$ and dipole direction (hence of $p$, the component along the field), so a permittivity requires an average over that spread, not one defect's value times a density. Second, circuits work at GHz frequencies, where $\hbar\omega$ can approach $E$. The low-frequency sum then fails, and the resonant denominator with its linewidth must be kept. Third, a resonant drive saturates the defect at very small fields. With the Rabi frequency $\Omega_R=pF\Delta_0/\hbar E$, the loss at resonance falls as $1/(1+\Omega_R^2\tau^2)$ in the single-$\tau$ model. For $\tau=1$ µs it is halved at about 0.16 V/cm, far below the fields at which the static response turns nonlinear. The values of $\alpha_T$ above describe slow, weak fields.

The full set of computed values is in the numerical output below.

## Values computed for the example and the checks

```
tunnelling energy delta0 = 20.0 ueV
bias eps = 15.0 ueV
dipole p = 0.050 e nm
temperature T = 100 mK
relaxation time tau = 1.0 us
splitting E = 25.00 ueV
thermal energy kT = 8.6173 ueV
x = E/2kT = 1.4506
tanh x = 0.8958
sech^2 x = 0.1975
resonant part = 165.11 nm^3
relaxational part = 29.71 nm^3
isothermal total = 194.82 nm^3
isothermal total = 1.3147e+06 bohr^3
relaxational share = 15.25 %
Curie value p^2/kT = 417.75 nm^3
T (mK): resonant, relaxational, total, Curie (nm^3)
  20: 184.32, 0.002, 184.32, 2088.76
  50: 183.21, 3.612, 186.82, 835.50
  100: 165.11, 29.707, 194.82, 417.75
  200: 114.31, 46.274, 160.58, 208.88
  500: 52.02, 27.682, 79.70, 83.55
  1000: 26.55, 14.727, 41.28, 41.78
x at relaxational peak = 0.7717
T at relaxational peak = 188.0 mK
relaxational part at peak = 46.42 nm^3
omega tau: frequency (kHz), real, imaginary part (nm^3)
  0.1: 15.9, 194.52, 2.94
  1.0: 159.2, 179.96, 14.85
  10.0: 1591.5, 165.40, 2.94
assumed host permittivity = 10.0
local-field factor squared = 16.00
nonlinear change at 10 V/cm = 0.0000 %
nonlinear change at 1000 V/cm = 0.1229 %
assumed next level = 5.0 meV
next level over kT = 580
its virtual share, dipole p = 0.74 %
assumed tunnelling modulation kappa = 0.05
change from kappa = -4.14 %
assumed neighbour distance = 50 nm
bias shift by neighbour = 0.184 ueV
change from that shift = -0.94 %
level width hbar/(tau E) = 2.63e-05
worst isothermal test error = 2.0e-08
worst Bloch test error = 5.5e-04
```
